# Boltzmann-Matano and Sauer-Freise analysis of noisy diffusion profiles

## Definitions and conventions

Two half-spaces with concentrations \(c_L\) (left) and \(c_R\) (right), \(c_L>c_R\), are joined at a sharp interface \(x_0\) at time zero. They then obey

\[
\frac{\partial c}{\partial t}=\frac{\partial}{\partial x}\left[D(c)\frac{\partial c}{\partial x}\right].
\]

The task is to find \(D(c)\) from one profile measured at a known time \(t\). Four assumptions are made: \(D\) depends on concentration alone, the molar volume is constant, the concentration varies continuously, and diffusion has not reached the ends of the sample. Define

\[
Y=\frac{c-c_R}{c_L-c_R},\qquad g=-\frac{\partial Y}{\partial x}>0 .
\]

Thus \(Y\) falls from 1 on the left to 0 on the right. Since \(c\) is linear in \(Y\), both obey the same diffusion equation. Two areas are needed:

\[
A(x)=\int_x^\infty Y\,dx',\qquad B(x)=\int_{-\infty}^x(1-Y)\,dx'.
\]

Lengths are in µm and times in s, the natural units here.

## Derivation of the two formulas

**Similarity variable.** The equation and the initial step contain no length of their own, so \(Y\) depends on \(\lambda=(x-x_0)/\sqrt t\) alone. With a prime for \(d/d\lambda\), \(\partial Y/\partial t=-(\lambda/2t)Y'\), and each \(x\)-derivative brings a factor \(1/\sqrt t\). Multiplying by \(t\) gives

\[
-\tfrac12\lambda Y'=(DY')'. \tag{1}
\]

Profiles at different times must therefore coincide when plotted against \(\lambda\). In a real experiment, two annealing times test this scaling. Agreement is necessary, but does not by itself prove that \(D\) depends on concentration alone.

**Matano plane.** Integrate (1) over all \(\lambda\). The right side vanishes because \(DY'\) is zero at both ends. Hence \(\int_0^1\lambda\,dY=0\), or

\[
\int_0^1(x-x_M)\,dY=0,\qquad x_M=\int_0^1x\,dY=x_0. \tag{2}
\]

The Matano plane \(x_M\) is the original interface, measured from the unaffected ends of the sample. In a real couple, inert markers placed at the interface can drift away from it (Kirkendall effect) and do not locate \(x_M\); the \(D\) obtained is the interdiffusion coefficient. This is conservation of matter: what has left one side has arrived on the other.

**Diffusivity.** Integrate (1) from \(\lambda\) to infinity. The right side gives \(-DY'(\lambda)\). On the left, \(Y\) runs from its local value down to 0, which reverses the sign:

\[
-\tfrac12\int_\lambda^\infty\lambda'Y'\,d\lambda'
=\tfrac12\int_0^Y\lambda'\,dY'=-DY'(\lambda).
\]

In the middle expression \(Y'\) is an integration variable. Insert \(\lambda=(x-x_M)/\sqrt t\) and \(dY/d\lambda=-\sqrt t\,g\). Then \(M/(2\sqrt t)=D\sqrt t\,g\), and

\[
D=\frac{M}{2tg},\qquad M=\int_0^Y(x'-x_M)\,dY'. \tag{3}
\]

This is the Boltzmann-Matano formula.

**Removing the plane.** Write \(dY'=(\partial Y/\partial x')dx'\) and integrate by parts. The boundary term at infinity vanishes, leaving

\[
M=-\int_x^\infty(x'-x_M)\frac{\partial Y}{\partial x'}dx'=(x-x_M)Y+A. \tag{4}
\]

By (2), \(M\) is also minus the integral from \(Y\) to 1. Integrating by parts on the left side, with \(1-Y\) vanishing at minus infinity,

\[
M=\int_{-\infty}^x(x'-x_M)\frac{\partial Y}{\partial x'}dx'=B-(x-x_M)(1-Y). \tag{5}
\]

Multiply (4) by \(1-Y\), (5) by \(Y\), and add. The terms in \(x-x_M\) cancel:

\[
M=(1-Y)A+YB. \tag{6}
\]

This is the Sauer-Freise form. Equating (4) and (5) also gives \(x_M=x+A-B\) at every \(x\).

## Discrete scheme

Let the scan have points \(x_0^{s},\ldots,x_n^{s}\) with spacing \(h\); the superscript separates them from the interface. Slopes come from a quadratic fitted to the \(N=2m+1\) points around each position. Beyond the scan, the fit uses the known end values 1 and 0.

```
input: x[0..n], c[0..n], t, c_L, c_R, h, m, sigma
Y = (c - c_R)/(c_L - c_R)
pad Y with m ones on the left, m zeros on the right
for each i:
    fit a + b*k + q*k^2 to Y[i+k], k = -m..m
    Ys[i] = a;  g[i] = -b/h
B[0] = 0;  A[n] = 0
for i = 1..n:
    B[i] = B[i-1] + h*(1 - (Ys[i-1]+Ys[i])/2)
for i = n-1 down to 0:
    A[i] = A[i+1] + h*(Ys[i]+Ys[i+1])/2
for each i:
    M = (1-Ys[i])*A[i] + Ys[i]*B[i]
    if g[i] <= 0: mark i as unusable; continue
    D[i] = M/(2*t*g[i])
    r[i] = relative error from equation (9)
    if D[i] <= 0 or r[i] > limit: mark i as unusable
return c_R + (c_L-c_R)*Ys, D, r
```

The fit weights are the same at every point and can be computed once. The cost is then \(O(nN)\) for the fits and \(O(n)\) for the sums, with \(O(n)\) memory.

**The methods agree on the same data.** For neighbouring points \(j\) and \(j+1\), with bars for their means,

\[
x_{j+1}Y_{j+1}-x_jY_j=\bar x\,(Y_{j+1}-Y_j)+\bar Y\,(x_{j+1}-x_j).
\]

This is the discrete product rule. Sum it from \(i\) to \(n\), and close the Matano integral with a strip of height \(Y_n\) at \(x_n\), so that it really starts at \(Y=0\). The sum of \(\bar x(Y_j-Y_{j+1})\) is \(x_iY_i-x_nY_n+A_i\), the strip adds \(x_nY_n\), and the plane subtracts \(x_MY_i\). The result is (4) with trapezoidal \(A\). Closing the left end at \(Y=1\) in the same way gives \(x_M=x_i+A_i-B_i\). This is the same for every \(i\), since one step changes it by \(h-\bar Yh-(1-\bar Y)h=0\). Inserting it in (4) gives (6).

The two methods therefore return identical values, noise included, if they share the smoothed data, the slopes and this quadrature. On a noisy scan their \(M\) agree to rounding error. Sauer-Freise removes the separate error of locating a plane; it does not reduce noise.

## How noise enters

Let each \(Y_i\) carry independent noise of standard deviation \(\sigma\). To first order, (3) gives \(\delta D/D=\delta M/M-\delta g/g\). Since \(M=2tDg\),

\[
\frac{\delta D}{D}=\frac1g\left[\frac{\delta M}{2tD}-\delta g\right]. \tag{7}
\]

The bracket does not vanish at the ends of the profile, but \(g\) does. This is the origin of the blow-up, and it concerns the integral as well as the derivative, because \(M\) vanishes in proportion to \(Dg\).

**Slope noise.** Let \(\epsilon_k\) be the noise in the window and \(S_2=\sum k^2=N(N^2-1)/12\). The fitted linear coefficient is \(\sum kY_k/S_2\), so \(\delta g=-\sum k\epsilon_k/(hS_2)\), with variance

\[
\sigma_g^2=\frac{\sigma^2}{h^2S_2}=\frac{12\sigma^2}{h^2N(N^2-1)}. \tag{8}
\]

**Integral noise.** From (6), with \(B-A=x-x_M\),

\[
\delta M=(1-Y)\delta A+Y\,\delta B+(x-x_M)\delta Y .
\]

Noise to the right enters \(\delta A\) with weight \(h\); noise to the left enters \(\delta B\) with weight \(-h\). Smoothing changes these weights near \(x\) and near the scan ends, which is neglected in the area variance. If \(\ell_R,\ell_L\) are the distances to the scan ends, that variance is \(\sigma^2h[(1-Y)^2\ell_R+Y^2\ell_L]\).

The fitted value is \(\sum s_kY_k\) with even weights \(s_k\), themselves quadratic in \(k\). The fit reproduces any quadratic at the centre, so \(\sum s_k^2=s_0\). With \(S_4=\sum k^4=N(N^2-1)(3N^2-7)/240\), the normal equations give

\[
v\equiv s_0=\frac{S_4}{NS_4-S_2^2}=\frac{3(3N^2-7)}{4N(N^2-4)} .
\]

The area and the fitted value share data. The area weight at offset \(k\) is \(h(C_k-Y)\), where \(C_k\) is a smoothed unit step with \(C_k+C_{-k}=1\). Hence \(\sum s_kC_k=\tfrac12\), the covariance is \(\sigma^2h(x-x_M)(\tfrac12-Y)\), and it counts twice in the variance. In total, \(\mathrm{Var}(\delta M)=\sigma^2V\) with

\[
V=h[(1-Y)^2\ell_R+Y^2\ell_L]+(x-x_M)^2v+h(x-x_M)(1-2Y).
\]

**Covariance of integral and slope.** The slope weights are odd, so the even value weights drop out and \(-\sigma^2\sum kC_k/S_2\) remains. For a sharp step, \(\sum kC_k=m(m+1)/2\). Moving the step by \(l\) points changes this by \(-l^2/2\), and averaging with the weights \(s_l\) gives zero because \(\sum l^2s_l=0\). With \(S_2=m(m+1)N/3\), the covariance is \(-3\sigma^2/(2N)\). Squaring (7) and averaging,

\[
\frac{\sigma_D}{D}=\frac{\sigma\sqrt K}{g},\quad
K=\frac{12}{h^2N(N^2-1)}+\frac{3}{2tDN}+\frac{V}{(2tD)^2}. \tag{9}
\]

In simulations with much weaker noise, for three windows and nine positions, the observed standard deviation follows (9) to within 3.8 %.

**Rate of the blow-up.** Far out on the right, \(D\) is nearly its end value \(D_R\). Equation (1) then reads \(\partial g/\partial x=-(x-x_M)g/(2D_Rt)\), so

\[
g\propto\exp\left[-\frac{(x-x_M)^2}{4D_Rt}\right]. \tag{10}
\]

The relative error grows as the inverse of this Gaussian, apart from the slow change of \(K\). Averaging \(n_s\) scans divides the noise by \(\sqrt{n_s}\), which moves the usable limit outward only slowly in \(x\). In composition the limit falls roughly as \(1/\sqrt{n_s}\): in the example below, the dilute limit for 10 % noise lies at \(x=180\), 184 and 192 µm, or \(Y=0.039\), 0.019 and 0.0036, for 1, 4 and 100 scans. Averaging does not reduce the smoothing bias.

## Worked example

The model couple has mole fractions 0.30 and 0.10. Its diffusivity rises exponentially with concentration, from 0.0010 µm²/s at the right end to 0.0040 µm²/s at the left. The time is \(10^5\) s. A conservative finite-volume solution supplies the profile, without use of the inversion formulas. It is sampled from 0 to 240 µm in steps of 1 µm, with the interface at 150 µm. Noise of 0.001 in mole fraction means \(\sigma=0.001/0.20=0.005\).

Before sampling and smoothing, the clean profile returns the input \(D\) to within 0.005 % for \(0.005<Y<0.995\) on its 0.25 µm grid. This figure is helped by a cancellation between the discretisation error of the solution and that of the central-difference slope; without it the error is about 0.03 %. The larger errors below therefore come from sampling, smoothing and noise.

**Middle of the profile.** At \(x=153\) µm, \(Y=0.503\), \(g=0.02015\) µm⁻¹ and the clean estimate is \(D=0.002020\) µm²/s, or \(2.02\times10^{-15}\) m²/s. Thus \(2tD=404\) µm². For \(N=11\) the three terms of \(K\) are

\[
\frac{12}{11\cdot120}=0.00909,\quad
\frac{3}{404\cdot11}=0.00068,\quad
\frac{62}{404^2}=0.00038,
\]

in µm⁻². Their sum is 0.01015, so the relative error is \(0.005\times0.1007/0.02015=2.5\,\%\). The 4000 simulated scans give the same. Here the derivative dominates.

**Dilute end.** At \(x=187\) µm, \(Y=0.0105\), the true slope is 0.00215 µm⁻¹, the fitted slope of the clean scan is about 0.00232 µm⁻¹ (see the window bias below), and \(2tD=188\) µm² for the clean estimate. Now \(V\approx372\) µm², of which \(37^2v\approx284\) µm² comes from the noise of the local value multiplied by its distance from the plane. The terms are 0.0091, 0.0014 and 0.0105 µm⁻²: the integral contributes slightly more than the derivative. With the fitted slope, which is the centre of the noisy slopes, the law gives \(0.005\sqrt{0.0210}/0.00232=31\,\%\). The simulated half-width, half the distance between the 16 and 84 % quantiles of \(D\) relative to the clean estimate, is 33 %.

Ten µm further out the slope has fallen by \(0.002152/0.000270=8.0\). Equation (10), with \(4D_Rt=400\) µm², predicts \(\exp[(47^2-37^2)/400]=8.2\).

**Where the law itself fails.** Equation (9) is a small-noise result. From (8), \(\sigma_g=0.005\sqrt{0.00909}=0.00048\) µm⁻¹. At \(Y=0.990\) the true slope is 0.00086 µm⁻¹ and the fitted clean slope about 0.00087 µm⁻¹, or 1.8 standard deviations, and a Gaussian variable falls below zero there with probability about 3.4 %. The simulations give 3.6 %, with a sampling error of about 0.3 percentage points. At \(Y=0.999\) the slope is only 0.23 standard deviations and 41 % of the scans have the wrong sign.

When a Gaussian denominator can pass through zero, the quotient has no finite variance, so quantiles must replace the standard deviation. At \(Y=0.999\) the half-width is 106 %, far below the 496 % of the law. This is no sign of better data. There \(\hat D\) is nearly a quotient of two noises, \(\delta M/(2t\,\delta g)\), whose width no longer depends on \(\sigma\). The single scan shown in the numerical output gives 0.0090 µm²/s at this point instead of 0.0040, and a negative value at \(Y=0.001\).

**Usable range.** The law stays below 10 % for scan points from \(Y=0.039\) to 0.920, or mole fractions 0.108 to 0.284. The range ends earlier on the rich side because the larger \(D\) there stretches the profile: the slope is 0.0035 µm⁻¹ at \(Y=0.950\) but 0.0083 µm⁻¹ at \(Y=0.053\).

## Choosing the window

Expand \(Y\) about the window centre. Even terms drop out of \(\sum kY_k\), and the cubic term gives the slope bias

\[
\frac{\delta g}{g}\approx\frac{h^2S_4}{6S_2}\frac{Y_{xxx}}{Y_x}
=\frac{h^2(3m^2+3m-1)}{30}\frac{Y_{xxx}}{Y_x}, \tag{11}
\]

where subscripts \(x\) are derivatives. In the tail described by (10), put \(q=(x-x_M)/(2D_Rt)\). Then \(g_x=-qg\), and \(Y_{xxx}/Y_x=g_{xx}/g=q^2-1/(2D_Rt)\). At \(Y=0.0105\), \(q=37/200=0.185\) µm⁻¹ and the ratio is 0.029 µm⁻². Multiplied by \(89/30\) µm², this makes the slope about 9 % too large. The clean estimate of \(D\) is indeed low, 0.000941 against 0.001015 µm²/s, that is by 7.3 % of the true value. A slope 8.7 % too large would lower \(D\) by 8.0 %. The actual slope excess is 7.7 %, and (11) with the true \(g_{xx}/g\) gives 7.8 %, so the gap comes from using the tail form with \(D=D_R\). Near the steepest point \(g_{xx}<0\), the slope is underestimated and \(D\) comes out slightly high.

A wider window lowers the noise but usually raises the bias. At \(Y=0.053\):

- 5 points: bias −0.3 %, noise 20 %.
- 11 points: bias −1.7 %, noise 7.4 %.
- 21 points: bias −5.2 %, noise 4.4 %.

The root-mean-square sums for 11 and 21 points are 7.6 % and 6.8 %. The wider window is slightly better by this measure, but most of its error is then a bias that the scatter between scans does not reveal.

At fixed physical width \(W=Nh\) and large \(N\), (8) becomes \(\sigma_g^2\approx12\sigma^2h/W^3\). Denser sampling with the same noise per point therefore lowers the noise while the bias hardly changes, since the prefactor in (11) is \((3W^2-7h^2)/120\). For \(W=11\) µm at \(Y=0.0105\), tripling the point density takes the noise from 31 % to 18 % and the bias from −7.3 % to −7.4 %. Estimates of \(D\) less than \(N\) points apart share data in their local fits, so a curve \(D(c)\) that looks smooth over such distances is no evidence of small errors.

## Systematic failure modes

**Misplaced plane.** Suppose Boltzmann-Matano is used with a plane at \(x_M+\delta\). Integration from the right changes \(M\) by \(-\delta Y\). Integration from the left, \(M=-\int_Y^1(x'-x_M-\delta)dY'\), changes it by \(+\delta(1-Y)\). Hence

\[
\frac{\delta D}{D}=-\frac{\delta\,Y}{2tDg}\ \text{(right)},\qquad
\frac{\delta D}{D}=+\frac{\delta(1-Y)}{2tDg}\ \text{(left)}.
\]

The damage appears at the end opposite to the start of the integration. For \(\delta=1\) µm and \(Y=0.990\), \(2tDg=0.68\) µm. Integration from the right gives an error of −146 %, hence a negative diffusivity; integration from the left gives +1.4 %. At \(Y=0.0105\) the roles are exchanged: −2.4 % and +227 %. On the favourable side the error stays small because (4) and (5) give \(M\ge|x-x_M|Y\) on the right and \(M\ge|x-x_M|(1-Y)\) on the left, which limits it to \(|\delta|/|x-x_M|\). Equation (6) avoids this fault.

**Wrong end concentration.** Sauer-Freise does not avoid this one. If \(c_R\) is taken too low by \(\delta c\), then \(1-Y\) is multiplied by \(1-\eta\), with \(\eta=\delta c/(c_L-c_R+\delta c)\). The slope and \(B\) acquire the same factor, \(A\) becomes \((1-\eta)A+\eta\ell_R\), and \(Y\) becomes \(Y+\eta(1-Y)\). Dividing the new \(M\) by \(1-\eta\), which the slope contributes to the denominator of \(D\), gives

\[
(1-Y)[(1-\eta)A+\eta\ell_R]+[Y+\eta(1-Y)]B
=M+\eta(1-Y)(\ell_R+B-A).
\]

With \(X_R\) the right scan end, \(\ell_R=X_R-x\) and \(B-A=x-x_M\), so

\[
\frac{\delta D}{D}=\frac{\eta(1-Y)(X_R-x_M)}{2tDg}. \tag{12}
\]

An error of 0.0002 in mole fraction, a fifth of the noise of one point, gives \(\eta=0.0010\). At \(Y=0.0105\), \(2tDg=0.44\) µm and the error is \(0.0010\times0.99\times90/0.44\approx20\,\%\). In the middle it is 0.6 %. By mirror symmetry, an error in \(c_L\) damages the rich end.

The false plateau area grows linearly with the length of the scan, whereas random area noise grows as its square root. Each end value should therefore be determined from many plateau points, and the scan should not extend further than the plateaus require.

**Broken assumptions.** If diffusion has reached the ends, the sample length enters the problem: \(Y\) no longer depends on \(\lambda\) alone and (1) itself fails, so keeping the boundary terms dropped in (2) to (5) does not restore the correct \(D\). At a phase boundary the concentration jumps, and the local quadratic fit must not cross it. If the molar volume varies with composition, volume changes carry material as well and (6) needs correction. None of these faults is contained in \(r_i\), which measures only the random noise of the scan points for exactly known end values. End values averaged from plateau points add further random error: at \(Y=0.0105\) the small-noise error rises from 31 % to 34 % with 25 points per end and to 42 % with 10.

## Numbers as computed

```
end mole fractions: left 0.30, right 0.10
input D: right end 0.0010, left end 0.0040 um^2/s
time 100000 s; scan 0 to 240 um, step 1 um
noise: 0.0010 in mole fraction, 0.0050 in Y
scaling collapse, largest difference in Y: 3.0e-05
fine clean profile, largest error of D: 0.005 % (0.005<Y<0.995)
Matano plane: clean 150.000 um, one noisy scan 149.993 um
original interface: 150.000 um
largest difference of M, two methods, noisy scan: 4.8e-14 um
largest deviation from small-noise law: 3.8 %
window 11 points; D in 0.001 um^2/s; g in 1/um
    x/um      Y         g   D true  D clean  D one noisy scan
      67  0.99906  0.000108   3.995    3.883      9.004
      90  0.99032  0.000860   3.947    3.891      3.437
     111  0.94953  0.003489   3.730    3.703      3.969
     134  0.79682  0.010741   3.018    3.009      3.260
     153  0.50347  0.020154   2.010    2.020      2.065
     167  0.20815  0.019318   1.335    1.355      1.393
     178  0.05342  0.008306   1.077    1.058      1.044
     187  0.01054  0.002152   1.015    0.941      0.961
     197  0.00107  0.000270   1.001    0.864     -0.067
relative spread of D over 4000 noisy scans
       Y   law/%   half-width 16-84/%   slope wrong sign/%
 0.99906   496.0          105.9               40.8
 0.99032    59.9           65.7                3.6
 0.94953    14.4           14.6                0.0
 0.79682     4.6            4.6                0.0
 0.50347     2.5            2.5                0.0
 0.20815     2.8            2.9                0.0
 0.05342     7.4            7.4                0.0
 0.01054    31.3           32.6                0.0
 0.00107   273.6          231.7               24.5
law below 10 % for scan points from Y = 0.039 to 0.920
window trade-off at Y = 0.0534
   5 points: bias of D  -0.32 %, noise spread  20.15 %
  11 points: bias of D  -1.74 %, noise spread   7.43 %
  21 points: bias of D  -5.19 %, noise spread   4.38 %
systematic errors of D in %: plane off by 1 um; c_right low by 0.0002
       Y   plane,from right   plane,from left   c_right
 0.99032      -145.87              1.43          0.13
 0.50347        -6.21              6.13          0.55
 0.01054        -2.41            226.80         20.39
mid-profile clean D at Y = 0.5035: 2.020e-15 m^2/s
```
